\section*{When an Intermediate Oxide Lies on the Binary Convex Hull}

A metal that forms several oxides is heated in oxygen, and a scale grows on it. Near the metal the oxygen potential is low, near the gas it is high, and if equilibrium holds locally each oxide can appear only where the potential suits it. One may ask of an intermediate oxide whether any such potential exists. One may also seal the oxide in a flexible capsule at fixed pressure, with no oxygen supply and no empty space, and ask whether it lowers its energy by splitting into a poorer and a richer phase. The first question concerns exchange with a reservoir, the second concerns the convex hull of formation energies. They have the same answer, and comparing two oxygen potentials is enough to find it, provided that the neighbours of the oxide are chosen with care.

Let the phases be line compounds MO$_x$, each with one fixed number $x$ of oxygen atoms per metal atom, all different. The temperature $T$ is fixed and the phases are bulk solids. Let $g_j$ be the Gibbs energy per metal atom for forming oxide $j$ from the metal and O$_2$ gas at the reference pressure $p_0=1$ bar. The metal has $x=0$ and $g=0$. The oxygen potential $\mu$ is counted per O atom from half an O$_2$ molecule at temperature $T$ and pressure $p_0$. For an ideal gas at pressure $p$ the chemical potential per molecule exceeds its reference value by $kT\ln(p/p_0)$, and half of this belongs to each atom:
\begin{equation}
\mu=\tfrac12 kT\ln\frac{p}{p_0},\qquad p=p_0\,e^{2\mu/kT}.
\label{gas}
\end{equation}

Take two phases with $x_i<x_j$. Oxidation of the lower one reads
\begin{equation}
\mathrm{MO}_{x_i}+(x_j-x_i)\,\mathrm{O}\longrightarrow \mathrm{MO}_{x_j},
\end{equation}
and its energy is $g_j-g_i-(x_j-x_i)\mu$. It vanishes at the pair potential
\begin{equation}
\mu_{ij}=\frac{g_j-g_i}{x_j-x_i}.
\label{pair}
\end{equation}
Above $\mu_{ij}$ the reaction energy is negative and the richer phase is favoured; below it the poorer one is. In a plot of $g$ against $x$, $\mu_{ij}$ is the slope of the chord between the two points.

Now close the system. With $x_i<x_j<x_k$, oxide $j$ can split into $\alpha$ metal atoms' worth of $i$ and $\beta$ of $k$. Conservation of metal and oxygen requires $\alpha+\beta=1$ and $\alpha x_i+\beta x_k=x_j$, so that
\begin{equation}
\alpha=\frac{x_k-x_j}{x_k-x_i},\qquad \beta=\frac{x_j-x_i}{x_k-x_i}.
\end{equation}
Let $D_j$ be the energy of $j$ minus that of the mixture. Writing $g_j=(\alpha+\beta)g_j$ and using (\ref{pair}) for both differences gives
\begin{align}
D_j&=g_j-\alpha g_i-\beta g_k
=\alpha(g_j-g_i)-\beta(g_k-g_j)\nonumber\\
&=\alpha(x_j-x_i)\mu_{ij}-\beta(x_k-x_j)\mu_{jk}\nonumber\\
&=\frac{(x_j-x_i)(x_k-x_j)}{x_k-x_i}\,\bigl(\mu_{ij}-\mu_{jk}\bigr).
\label{identity}
\end{align}
The prefactor is positive. The oxide therefore resists this particular splitting exactly when the potential for forming it from $i$ lies below the potential for oxidising it to $k$. If the order is reversed, then at any potential between the two $j$ is unstable both to reduction and to oxidation, and the oxygen released by one part of the sample is taken up by the other.

The richer product may also be oxygen gas, held at a fixed pressure and so at a fixed potential $\mu_{\rm gas}$, which is zero at $p_0$. (A rigid capsule with empty space is a different case: there even a stable oxide gives off a little oxygen until the pressure has built up.) The splitting is then $j\to i+(x_j-x_i)\,$O, and
\begin{equation}
D_j=g_j-g_i-(x_j-x_i)\mu_{\rm gas}=(x_j-x_i)(\mu_{ij}-\mu_{\rm gas}).
\label{gasend}
\end{equation}
This is the limit of (\ref{identity}) for $x_k\to\infty$ with $\mu_{jk}\to\mu_{\rm gas}$, since $(x_k-x_j)/(x_k-x_i)\to1$. The gas thus acts as the last upper neighbour, and the highest oxide needs no separate rule.

An oxide is a vertex of the hull if every mixture of the other phases, gas included, has a higher energy at the same composition. So far one pair has been examined. To cover all mixtures, remove $j$ and draw the lower convex boundary of the remaining points in the $(x,g)$ plane. Its slopes increase from left to right. Follow it while the slope is below $\mu_{\rm gas}$, and from there continue with a ray of slope $\mu_{\rm gas}$, which represents the last solid together with gas. Let $i$ and $k$ be the vertices of this boundary on either side of $x_j$, with $k$ standing for the gas if $x_j$ lies under the ray. A lower neighbour always exists, because the metal is the only phase at $x=0$.

Let $\ell(x)=g_i+m(x-x_i)$ be the line that carries the piece of boundary above or below $x_j$. By construction no other phase lies below it, $g_a\ge\ell(x_a)$, and $m\le\mu_{\rm gas}$. Any mixture of amounts $n_a\ge0$ of the other phases and $n_{\rm O}\ge0$ of gas atoms, with $\sum n_a=1$ and $\sum n_ax_a+n_{\rm O}=x_j$, then has the energy
\begin{equation}
\sum_a n_ag_a+n_{\rm O}\mu_{\rm gas}\;\ge\;\sum_a n_a\ell(x_a)+n_{\rm O}m=\ell(x_j).
\label{bound}
\end{equation}
The last equality holds because $\ell$ is linear: the sum equals $g_i+m\bigl(\sum n_ax_a+n_{\rm O}-x_i\bigr)$. The mixture of $i$ and $k$ attains the bound, so no other mixture is cheaper, and $D_j$ for this pair is the distance of $j$ from the hull of the others. Hence
\begin{equation}
j\ \text{is a vertex}\quad\Longleftrightarrow\quad \mu_{ij}<\mu_{jk},
\label{criterion}
\end{equation}
where $i$ and $k$ are the neighbours of $j$ on the hull of all the other phases, and $\mu_{jk}$ means $\mu_{\rm gas}$ if $k$ is the gas. If the two potentials are equal, $j$ lies on an edge of the hull without being a vertex, and $i$, $j$ and $k$ coexist at one potential.

The words about neighbours cannot be weakened to ``the next compositions in the list of known oxides''. A neighbour in the list may itself be unstable, and beating a mixture that contains an unstable phase proves little. The ordering is still necessary for any pair, since a vertex must beat every mixture. It becomes sufficient when it holds along the whole list. Number the phases $0,1,\dots,n$ by increasing $x$ and suppose that
\begin{equation}
\mu_{01}<\mu_{12}<\dots<\mu_{n-1,n}<\mu_{\rm gas}.
\label{chain}
\end{equation}
The potential of a distant pair is a weighted mean of the steps between its members,
\begin{equation}
\mu_{ij}=\frac{\sum_{s=i}^{j-1}(x_{s+1}-x_s)\,\mu_{s,s+1}}{x_j-x_i},
\end{equation}
because the numerators telescope to $g_j-g_i$. Every $\mu_{ij}$ with $i<j$ is therefore at most $\mu_{j-1,j}$, and every $\mu_{jk}$ with $k>j$ is at least $\mu_{j,j+1}$. Criterion (\ref{criterion}) then holds for each oxide. Conversely, if all oxides are vertices, each beats the mixture of its list neighbours, and the highest one beats its lower neighbour plus gas, which is (\ref{chain}).

The range of potentials in which an oxide is the stable phase follows from the open system. There one minimises $\omega_j=g_j-x_j\mu$, the energy per metal atom after paying for the oxygen. For $i<j$ the condition $\omega_j<\omega_i$ means $\mu>\mu_{ij}$; for $k>j$ the condition $\omega_j<\omega_k$ means $\mu<\mu_{jk}$. With the gas as an upper limit the window is
\begin{equation}
\max_{i<j}\mu_{ij}\;<\;\mu\;<\;\min\Bigl(\min_{k>j}\mu_{jk},\,\mu_{\rm gas}\Bigr).
\label{window}
\end{equation}
It is nonempty exactly when $j$ is a vertex. If some $\mu$ lies in it, the line of slope $\mu$ through $j$ runs strictly below all other phases and $\mu<\mu_{\rm gas}$, so the argument of (\ref{bound}) makes every mixture more expensive than $j$. If it is empty, the two phases that set its edges form a pair with $\mu_{ij}\ge\mu_{jk}$ (or $\mu_{ij}\ge\mu_{\rm gas}$), and by (\ref{identity}) or (\ref{gasend}) their mixture is no more expensive than $j$.

The window need not be as wide as the gap $\mu_{jk}-\mu_{ij}$ in the criterion. The criterion uses the hull without $j$. Once $j$ is present it may push a former neighbour off the hull, and then a more distant phase sets the edge. Apart from ties, the edges (\ref{window}) belong to the adjacent vertices of the complete hull, because at an edge $j$ and one other phase share the lowest $\omega$.

Formation energies are often plotted per atom against the atomic fraction of oxygen, $c=x/(1+x)$, with $e=g/(1+x)$. This changes no conclusion. Take $\mu_{\rm gas}=0$. One metal atom's worth of $j$ contains $1+x_j$ atoms, and in a mixture of the same composition phase $a$ holds the share $w_a=n_a(1+x_a)/(1+x_j)$ of them. The mean of $e$ is
\begin{equation}
\sum_a w_ae_a=\frac{1}{1+x_j}\sum_a n_ag_a ,
\end{equation}
the gas contributing zero. All energies at the composition of $j$ are divided by the same $1+x_j$, so the vertices are the same and the distance becomes $D_j/(1+x_j)$. The slope, however, no longer equals $\mu$. Since $1/(1+x)=1-c$, the line $g=\omega+\mu x$ becomes
\begin{equation}
e=\omega(1-c)+\mu c ,
\end{equation}
and the oxygen potential is read from its intercept at $c=1$.

For numbers take a metal with oxides MO, M$_3$O$_4$ and M$_2$O$_3$, so $x=1$, $4/3$ and $3/2$, and let $g=h+aT$ with $h=-2.75$, $-3.80$, $-4.22$ eV and $a=0.67$, $1.06$, $1.30$ meV/K, all per metal atom. These are round model values in the regime of the iron oxides. At 600 K they give $g=-2.348$, $-3.164$ and $-3.440$ eV. If MO is removed, its neighbours are M and M$_3$O$_4$, and
\begin{align}
\mu(\mathrm{M\to MO})&=\frac{-2.348}{1}=-2.348\ \text{eV},\nonumber\\
\mu(\mathrm{MO\to M_3O_4})&=\frac{-3.164+2.348}{1/3}=-2.448\ \text{eV}.
\end{align}
The order is wrong: MO would be oxidised at a lower potential than it needs to form. The prefactor in (\ref{identity}) is $1\cdot\frac13/\frac43=\frac14$, so $D=0.100/4$ eV $=25$ meV per metal atom, or 2.4 kJ/mol of MO. In the diagram per atom this is 12.5 meV.

M$_3$O$_4$ at the same temperature shows the difference between gap and window. Without it, MO would be on the hull, so the criterion compares $-2.448$ eV with $-1.656$ eV, the potential for oxidation to M$_2$O$_3$, and M$_3$O$_4$ is a vertex. But its presence removes MO. The lower edge of its window is then set by the metal, at $-3.164/(4/3)=-2.373$ eV, which is 75 meV above the lower end of the gap.

A hypothetical oxide M$_6$O$_7$ with $g=-2.760$ eV at 600 K shows how the list rule fails. Its list neighbours are MO and M$_3$O$_4$, each at a distance of $1/6$ in $x$, and the potentials are $-2.472$ and $-2.424$ eV, in the right order. Yet MO is unstable. Measured against M and M$_3$O$_4$, the forming potential is $-2.760/(7/6)=-2.366$ eV, above $-2.424$ eV, and M$_6$O$_7$ lies 8.5 meV per metal atom above the hull.

The statements were also tested on 150 random sets of five oxides each, with the energies scattered about a convex curve. Criterion (\ref{criterion}) agreed with a geometric construction of the hull in atomic fraction for all 750 oxides, of which 590 were vertices. The list rule, with the forming potential also required to lie below that of the gas, wrongly accepted 17.

Heating changes the order. For MO between M and M$_3$O$_4$ the criterion is $g_1<3(g_{4/3}-g_1)$, where the subscript is $x$, or $4g_1<3g_{4/3}$. This is the balance of $4\,\mathrm{MO}\to\mathrm{M}+\mathrm{M_3O_4}$. With the linear energies,
\begin{equation}
4g_1-3g_{4/3}=0.40\ \text{eV}-(0.50\ \text{meV/K})\,T ,
\end{equation}
since $-11.00+11.40=0.40$ and $2.68-3.18=-0.50$. MO enters the hull at
\begin{equation}
T_0=\frac{0.40\ \text{eV}}{0.50\ \text{meV/K}}=800\ \text{K},
\end{equation}
where M, MO and M$_3$O$_4$ coexist at $\mu=-2.214$ eV. The corresponding O$_2$ pressure is about $10^{-25}$ Torr, which serves as a label for the potential and not as a pressure one could set with a pump.

At 1000 K the potentials are $-2.08$ eV for forming MO and $-1.98$ eV for oxidising it. The window is 0.10 eV wide, and by (\ref{gas}) it runs from $8.1\times10^{-19}$ to $8.3\times10^{-18}$ Torr, one decade. At 1400 K it is 0.30 eV wide, from $6.7\times10^{-11}$ to $9.8\times10^{-9}$ Torr, a little over two decades. The same upper value, $9.8\times10^{-9}$ Torr, also separates M$_3$O$_4$ from M$_2$O$_3$ at 1000 K. This is an accident of the round parameters: the pressure depends on $\mu/T$, and $-1.512/1400$ equals $-1.080/1000$.

The neighbours of MO in the criterion remain M and M$_3$O$_4$, and $D$ does not depend on the pressure of the gas, as long as $\mu_{\rm gas}$ lies above the potential at which M oxidises directly to M$_3$O$_4$: $-2.373$ eV at 600 K and $-2.055$ eV at 1000 K. Above $T_0$ the window of MO is affected earlier. At 1000 K, lowering $\mu_{\rm gas}$ below $-1.98$ eV takes M$_3$O$_4$ off the hull and makes the gas the upper neighbour of MO on the complete hull; below $-2.08$ eV MO goes too. For M$_2$O$_3$ the gas is the upper neighbour from the start. Its forming potential is $6(g_{3/2}-g_{4/3})=-2.52\ \text{eV}+(1.44\ \text{meV/K})T$, and setting this equal to $\mu_{\rm gas}$ gives
\begin{equation}
T=\frac{2.52\ \text{eV}}{1.44\ \text{meV/K}-\frac12k\ln(p/p_0)} .
\end{equation}
In the model M$_2$O$_3$ loses oxygen above 1750 K at 1 bar (750 Torr) and above 1670 K at 150 Torr.

In the real iron--oxygen system the monoxide, w\"ustite, becomes stable at roughly 850 K, so the model is in the right region. The closeness should not be taken for accuracy, because $T_0$ is the ratio of two small differences. Raising $g_1$ by 10 meV, with the other energies held fixed, adds 40 meV to $4g_1$ and moves $T_0$ by $40/0.50=80$ K. An MO film 10 nm thick with an assumed excess interface energy of 1 J/m$^2$ and 0.020 nm$^3$ per metal atom gains 12.5 meV per metal atom, which raises $T_0$ by 100 K if the competing phases carry no such excess. Near $T_0$ a hull of bulk energies is thus a weak guide to films of this thickness. If the heat capacity of M and M$_3$O$_4$ together exceeds that of four MO by a constant $5k$, with the linear energies kept exact at 1000 K, $T_0$ rises by 16 K; a difference of the opposite sign would lower it by 23 K. These shifts are small because 1000 K lies close to $T_0$: with the linear energies exact at 1400 K instead, the same $5k$ raises $T_0$ by about 90 K. The $pV$ term of the solid at 1 bar is about 0.01 meV and can be dropped.

The assumption that w\"ustite breaks most clearly is that of fixed composition, for it lacks some of its metal. Let 5\% of the metal sites be empty, so $x=1/0.95=1.053$. Against M and M$_3$O$_4$, criterion (\ref{criterion}) is equivalent to $g_j/x_j<g_{4/3}/(4/3)$, because a point lies below a line through the origin when its ratio $g/x$ is smaller. Only the energy per oxygen atom matters, and at an unchanged value of it $T_0$ stays put. The upper potential does move: at 1000 K it rises by 19 meV, which widens the window from 100 to 119 meV. The disorder of the vacancies also adds entropy. Let the vacancies be placed at random on the metal sites, and the two electron holes that accompany each at random on the remaining metal ions. With $s(y)=-y\ln y-(1-y)\ln(1-y)$ and one metal site per oxygen atom, this gives $k\,[s(0.05)+0.95\,s(0.10/0.95)]=0.52k$ per oxygen atom. If this came at no cost in energy and none of it were already contained in $a$, $T_0$ would fall by about 210 K. That is the size of the term under these two assumptions, not a predicted shift. The value of $a$ used here is close to the measured slope per oxygen atom for the real, defective oxide, which already contains the term. The estimate matters when the energies come from an ideal stoichiometric crystal: the neglected disorder alone is then of a size to move $T_0$ by some 200 K.

For a phase with a continuous range of composition the criterion takes a differential form. Take three neighbouring compositions $x-\delta$, $x$ and $x+\delta$ of the same phase. The two potentials differ by
\begin{equation}
\frac{g(x+\delta)-g(x)}{\delta}-\frac{g(x)-g(x-\delta)}{\delta}\simeq\delta\,g''(x),
\end{equation}
so for small $\delta$ the order is right where $g''>0$ and wrong where $g''<0$: the oxygen potential must rise as oxygen is added. This is again a comparison with list neighbours only. It excludes separation into nearby compositions, while stability against distant phases still has to be decided by the hull. Nor does the hull speak of rates. An oxide above it may persist if its splitting is slow, and one on it may be missing from a scale if it fails to nucleate. Most of the values quoted here are collected in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
INPUT (round model values, regime of iron oxides)
MO: x = 1.0000, h = -2.75 eV/metal, a = 0.67 meV/K per metal
M3O4: x = 1.3333, h = -3.80 eV/metal, a = 1.06 meV/K per metal
M2O3: x = 1.5000, h = -4.22 eV/metal, a = 1.30 meV/K per metal
reference pressure 1 bar = 750.06 Torr
random test: 150 sets, 590 oxides on hull, 160 off
random test: list ordering wrongly accepts 17 oxides
random test: sets with every oxide on hull = 57
random test: window narrower than criterion gap for 112 oxides
T = 600 K: g(MO), g(M3O4), g(M2O3) = -2.3480, -3.1640, -3.4400 eV/metal
  MO: form -2.3480 eV, oxidise -2.4480 eV, D = 25.00 meV/metal, on hull: False
  M3O4: form -2.4480 eV, oxidise -1.6560 eV, D = -88.00 meV/metal, on hull: True
    window -2.3730 to -1.6560 eV, O2 1.02e-37 to 1.14e-25 Torr
  M2O3: form -1.6560 eV, oxidise 0.0000 eV, D = -276.00 meV/metal, on hull: True
    window -1.6560 to 0.0000 eV, O2 1.14e-25 to 7.50e+02 Torr
T = 1000 K: g(MO), g(M3O4), g(M2O3) = -2.0800, -2.7400, -2.9200 eV/metal
  MO: form -2.0800 eV, oxidise -1.9800 eV, D = -25.00 meV/metal, on hull: True
    window -2.0800 to -1.9800 eV, O2 8.12e-19 to 8.27e-18 Torr
  M3O4: form -1.9800 eV, oxidise -1.0800 eV, D = -100.00 meV/metal, on hull: True
    window -1.9800 to -1.0800 eV, O2 8.27e-18 to 9.75e-09 Torr
  M2O3: form -1.0800 eV, oxidise 0.0000 eV, D = -180.00 meV/metal, on hull: True
    window -1.0800 to 0.0000 eV, O2 9.75e-09 to 7.50e+02 Torr
T = 1400 K: g(MO), g(M3O4), g(M2O3) = -1.8120, -2.3160, -2.4000 eV/metal
  MO: form -1.8120 eV, oxidise -1.5120 eV, D = -75.00 meV/metal, on hull: True
    window -1.8120 to -1.5120 eV, O2 6.75e-11 to 9.75e-09 Torr
  M3O4: form -1.5120 eV, oxidise -0.5040 eV, D = -112.00 meV/metal, on hull: True
    window -1.5120 to -0.5040 eV, O2 9.75e-09 to 1.76e-01 Torr
  M2O3: form -0.5040 eV, oxidise 0.0000 eV, D = -84.00 meV/metal, on hull: True
    window -0.5040 to 0.0000 eV, O2 1.76e-01 to 7.50e+02 Torr
MO at 600 K above hull: 12.50 meV/atom; per metal 2.41 kJ/mol
M6O7 (hypothetical), 600 K: g = -2.7600 eV/metal
  list neighbours MO, M3O4: -2.4720 < -2.4240 eV
  hull neighbours M, M3O4: -2.3657 > -2.4240 eV, D = 8.50 meV/metal
MO appears at T = 800.0 K, mu = -2.2140 eV, p = 9.55e-26 Torr
M2O3 loses oxygen above 1750.0 K at 750.06 Torr O2
M2O3 loses oxygen above 1669.6 K at 150.00 Torr O2
NEGLECTED EFFECTS (rough inputs)
g(MO) higher by 10 meV/metal: onset moves +80.0 K
MO film 10 nm, excess 1.0 J/m2, 0.020 nm3/metal: 12.48 meV/metal, onset +99.9 K
heat capacity difference 5 kB per 4 MO, anchored at 1000 K: onset +15.6 K
metal vacancies 0.05 per site, ideal entropy 0.518 kB per O, no energy cost: onset -210.6 K
composition x = 1.0526, same g per O, 1000 K: oxidising potential +18.75 meV
pV of the solid at 1 bar: 0.0125 meV/metal
\end{verbatim}
